# Resistivity of Plated Copper with Ten Percent Spherical Voids

## Problem

A plated copper trace is 10 mm long, 100 µm wide and 20 µm thick. Insulating spherical voids of radius 1 µm fill 10 % of the volume inside these outer dimensions. Sound copper has a resistivity of roughly $\rho_0=1.7$ µΩ cm at room temperature.

Find the rise in resistivity caused by the voids

1. if they only take away conducting volume,
2. in Maxwell's effective-medium theory,
3. in Bruggeman's symmetric effective-medium theory.

Explain why the answers differ, and judge how far the result can be trusted for a real deposit.

**Conventions.** The void fraction $f$ is void volume divided by total volume. The effective resistivity $\rho$ is the one calculated from the measured resistance and the outer dimensions, which are held fixed in the comparison. The conductivity ratio is $s=\rho_0/\rho$, so the relative rise is

$$\frac{\rho-\rho_0}{\rho_0}=\frac1s-1 .$$

The copper between the voids is assumed to keep the resistivity $\rho_0$ and to obey Ohm's law locally. The voids are spread evenly, without a preferred direction, and are small compared with the trace. Without voids the trace has the resistance

$$R_0=\frac{\rho_0\,\ell}{wt}=\frac{(1.7\times10^{-8}\ \Omega\,\mathrm m)(10^{-2}\ \mathrm m)}{(10^{-4}\ \mathrm m)(2\times10^{-5}\ \mathrm m)}=85\ \mathrm{m\Omega}.$$

## First estimate by scaling

Removing a fraction $f$ of the conductor lowers the conductance by at least something of order $f$. A compact void does more: current must flow around it, and the copper just upstream and downstream lies in its shadow and carries little. The void has one length, its radius, so the shadowed volume must be proportional to the void's own volume. For well-separated voids this gives

$$s\approx 1-cf,$$

where $c$ is a pure number. Without a shadow, $c=1$. If the shadow is guessed to be as large as the void itself, $c=2$. At $f=0.1$ the rise then lies between $1/0.9-1\approx11$ % and $1/0.8-1=25$ %. Scaling cannot fix $c$; the field around a sphere can.

## Solution

### Volume loss and what it leaves out

Suppose the missing volume consists of straight insulating tubes along the current. The field in the copper remains uniform, and the conducting cross-section is reduced by the factor $1-f$. Hence

$$s_{\rm vol}=1-f,\qquad \frac1{s_{\rm vol}}-1=\frac{f}{1-f}.$$

For other shapes, average the current density over the whole volume. It equals $\mathbf E/\rho_0$ in copper and zero in the voids. The integral of $\mathbf E$ over the copper is the integral over everything minus that over the voids, so

$$\langle \mathbf J\rangle=\frac{1}{\rho_0}\left(\langle\mathbf E\rangle-f\,\mathbf E_{\rm v}\right),$$

where $\mathbf E_{\rm v}$ is the mean field inside the voids. With $\langle J\rangle=s\langle E\rangle/\rho_0$,

$$s=1-f\,\frac{E_{\rm v}}{\langle E\rangle}. \tag{1}$$

The volume-loss rule therefore assumes that the field in a void equals the mean field. This holds for the tubes, because the tangential field is continuous across their walls. It fails for spheres.

### One sphere in a uniform field

Let a sphere of radius $a$ and conductivity $\sigma_i$ lie in a medium of conductivity $\sigma_m$, with a uniform field $E_0$ far away. In a steady state the potential obeys Laplace's equation in each region. The solutions with the angular dependence of the applied field are

$$\phi_{\rm in}=-gE_0r\cos\theta,\qquad \phi_{\rm out}=\left(-E_0r+\frac{D}{r^2}\right)\cos\theta .$$

Here $g$ is the inner field divided by the applied field, and $D$ is the dipole strength. Continuity of the potential at $r=a$ gives

$$-gE_0a=-E_0a+\frac{D}{a^2}\quad\Rightarrow\quad D=(1-g)E_0a^3 .$$

Continuity of the normal current, $-\sigma\,\partial\phi/\partial r$, gives

$$\sigma_i g E_0=\sigma_m\left(E_0+\frac{2D}{a^3}\right)=\sigma_mE_0(3-2g).$$

Collecting the terms in $g$,

$$g=\frac{3\sigma_m}{\sigma_i+2\sigma_m},\qquad D=E_0a^3\,\frac{\sigma_i-\sigma_m}{\sigma_i+2\sigma_m}. \tag{2}$$

For a void $\sigma_i=0$, so $g=3/2$ and $D=-E_0a^3/2$. When voids are so sparse that each one sees the mean field, equation (1) gives $s=1-\tfrac32f$. The number left open by the scaling estimate is thus $c=3/2$: the detour costs as much conductance as a further half void volume.

### Maxwell's theory

At 10 % the voids influence one another. Maxwell's argument places $N$ voids in a large copper sphere of radius $B$, itself surrounded by copper, so that $f=Na^3/B^3$. Seen from far away, the voids act as a total dipole. If the fields that the voids exert on one another inside the large sphere average to zero, each void responds to $E_0$ and the total is

$$ND=-\tfrac12 Na^3E_0=-\tfrac12 fB^3E_0 .$$

A uniform sphere of radius $B$ and conductivity ratio $s$ would, by equation (2), have the dipole $B^3E_0(s-1)/(s+2)$. The two must agree:

$$\frac{s-1}{s+2}=-\frac f2 .$$

Multiplying out gives $2s-2=-fs-2f$, hence $s(2+f)=2(1-f)$ and

$$s_{\rm M}=\frac{1-f}{1+f/2},\qquad \frac1{s_{\rm M}}-1=\frac{1+f/2-(1-f)}{1-f}=\frac32\,\frac{f}{1-f}. \tag{3}$$

Maxwell's rise is $3/2$ times the volume-loss rise at every $f$.

The neglect of mutual fields can be examined in a case that needs no such assumption. Surround a void by a concentric copper shell with outer radius 1, so that the void radius cubed is $f$. Embed this coated sphere in a medium of conductivity ratio $s$ and ask when the field outside stays undisturbed. With unit applied field, the potential is $(pr+q/r^2)\cos\theta$ in the shell and $-r\cos\theta$ outside. The conditions are

- no normal current at the void: $p-2q/f=0$, so $q=pf/2$;
- continuous potential at $r=1$: $p+q=-1$, so $p=-1/(1+f/2)$;
- continuous normal current at $r=1$: $p-2q=-s$, so $s=-p(1-f)$.

Together they give $s=(1-f)/(1+f/2)$, which is equation (3). Such a coated sphere can replace a piece of the medium unnoticed, and so can further ones of any size, until they fill the space. For that structure Maxwell's formula holds without a restriction to small $f$. Each void there keeps its own copper shell, so the formula suits separated voids in continuous copper.

### Bruggeman's symmetric theory

Bruggeman's theory gives copper and void equal standing. Every region, of either kind, is treated as a sphere embedded in the effective medium whose conductivity is sought. The average of the inner fields must equal the applied field. Equation (2) with $\sigma_m\to s$ gives the factor $3/2$ for a void and $3s/(1+2s)$ for copper, so

$$\frac32f+(1-f)\frac{3s}{1+2s}=1 .$$

Multiply by $1+2s$ and take the void term to the right:

$$3s-3fs=\left(1-\tfrac32f\right)(1+2s)=1-\tfrac32f+2s-3fs .$$

The terms $-3fs$ cancel, which leaves

$$s_{\rm B}=1-\frac32f,\qquad \frac1{s_{\rm B}}-1=\frac{3f/2}{1-3f/2}\qquad\left(f<\tfrac23\right). \tag{4}$$

This is the sparse-void result continued to finite $f$. At $f=2/3$ the conductivity vanishes, because copper treated as separate grains loses its connected path there. Maxwell's copper stays connected, and equation (3) still gives $s=1/4$ at that fraction. The threshold belongs to the assumed structure and is not a general property of porous copper.

The name Bruggeman is also attached to a differential scheme. Voids are added in small portions, each seeing the composite made so far as a uniform medium. A portion of volume fraction $d\eta$ changes the conductivity by $ds=-\tfrac32s\,d\eta$. It replaces composite of which only $1-f$ is copper, so $d(1-f)=-(1-f)\,d\eta$. Dividing the two relations,

$$\frac{ds}{s}=\frac32\,\frac{d(1-f)}{1-f}\quad\Rightarrow\quad s_{\rm D}=(1-f)^{3/2}.$$

A quoted "Bruggeman" value should therefore say which scheme is meant.

### Numbers for the trace

At $f=0.1$ the conductivity ratios are

$$s_{\rm vol}=0.900,\qquad s_{\rm M}=\frac{0.9}{1.05}=0.857,\qquad s_{\rm B}=1-0.15=0.850 .$$

Dividing $\rho_0$ and $R_0$ by these ratios gives:

| Model | Rise (%) | $\rho$ (µΩ cm) | Trace (mΩ) |
|---|---:|---:|---:|
| Volume loss | 11.1 | 1.89 | 94.4 |
| Maxwell | 16.7 | 1.98 | 99.2 |
| Bruggeman, symmetric | 17.6 | 2.00 | 100.0 |

The differential scheme gives 17.1 %, between the two effective-medium results.

Maxwell's value was compared with a numerical solution of the current flow around a simple cubic array of spherical voids at $f=0.1$. The solution gives $s=0.857$, in agreement with Maxwell and distinct from the symmetric Bruggeman value of 0.850. The same method applied to straight tubes of equal total volume gives 0.900, the volume-loss value. With $f$ held fixed, changing tubes into spheres thus produces the additional rise. The array is regular, so this does not decide which theory is better for every random arrangement.

## Comparison of estimate and solution

The scaling estimate allowed 11 % to 25 %. The effective-medium results, near 17 %, lie inside this range, and the sphere calculation replaces the guessed $c$ by $3/2$ for sparse voids. The lower end of the range is the volume-loss result. It misses one third of Maxwell's rise, whatever the value of $f$.

Expansion for small $f$ shows where the theories part:

$$\begin{aligned}
\text{volume loss:}&\quad f+f^2+\dots\\
\text{Maxwell:}&\quad \tfrac32f+\tfrac32f^2+\dots\\
\text{Bruggeman:}&\quad \tfrac32f+\tfrac94f^2+\dots
\end{aligned}$$

Volume loss is wrong for spheres already at first order. Maxwell and Bruggeman share the response of a single sphere and differ from second order on, where the arrangement of the voids matters. Their full difference is

$$\frac{3f}{2}\left(\frac1{1-3f/2}-\frac1{1-f}\right)=\frac{3f^2/4}{(1-f)(1-3f/2)},$$

which is $0.0075/(0.9\times0.85)=0.0098$, or 0.98 percentage points.

Equation (1) puts this difference in terms of the field. Bruggeman's result corresponds to $E_{\rm v}/\langle E\rangle=1.5$ at every allowed $f$. Maxwell's corresponds to $(1-0.857)/0.1=1.43$ at $f=0.1$. The smaller field in the voids goes with the smaller rise.

The choice of rule also matters when porosity is inferred from resistance. Suppose Maxwell's theory describes the deposit and a rise of 16.7 % is measured. The volume-loss rule would read this as $f=1-s_{\rm M}=14.3$ %, although the true fraction is 10 %.

The definition of thickness matters as well. If the thickness is obtained by weighing the deposit and dividing by the density of solid copper, it is already reduced by $1-f$. The apparent resistivity is then $\rho_0(1-f)/s$. In Maxwell's theory this is $\rho_0(1+f/2)$, a rise of 5 % at $f=0.1$. The volume-loss rule predicts no rise at all in such a measurement, so what remains is the effect of the detour.

## How far the result holds

### Void shape

Consider ellipsoidal voids with one principal axis along the current. The field inside an ellipsoid in a uniform applied field is itself uniform. Describe the void as copper with an added source term $P$, so that $J=(E_{\rm v}+P)/\rho_0=0$ and $P=-E_{\rm v}$. The source produces the inner field $-LP$, where $L$ is the depolarization factor. Then

$$E_{\rm v}=E_0-LP=E_0+LE_{\rm v}\quad\Rightarrow\quad E_{\rm v}=\frac{E_0}{1-L},\qquad P=\alpha E_0,\quad \alpha=-\frac1{1-L}.$$

A sphere has $L=1/3$, which returns the factor $3/2$.

To find $L$, evaluate the field at the centre due to the surface charge $Pn_x$. For semi-axes $a_x,a_y,a_z$ the surface normal is parallel to $(x/a_x^2,\,y/a_y^2,\,z/a_z^2)$. Expressing the surface element by the solid angle it subtends at the centre gives

$$L_x=\frac1{4\pi}\oint\frac{n_x\,x}{r^3}\,dS=\frac1{4\pi}\int\frac{x^2}{a_x^2}\,d\Omega .$$

Since $x^2/a_x^2+y^2/a_y^2+z^2/a_z^2=1$ on the surface, the three factors add up to 1. For a flattened void whose short axis is half the other two, let $\mu$ be the cosine of the angle to the short axis. Then

$$L_{\rm short}=\int_0^1\frac{4\mu^2}{1+3\mu^2}\,d\mu=\frac43\left(1-\frac{\arctan\sqrt3}{\sqrt3}\right)=0.527,$$

and each long axis has $L=(1-0.527)/2=0.236$.

In Maxwell's argument the dipole condition becomes $(s-1)/(s+2)=f\alpha/3$, so that

$$s=\frac{1+2f\alpha/3}{1-f\alpha/3},\qquad \frac1s-1=\frac{-f\alpha}{1+2f\alpha/3}.$$

If all flat faces are turned towards the current, $\alpha=-1/(1-0.527)=-2.12$, and this approximation gives a rise of 24.6 %. This value assumes that the void centres are spread without a preferred direction, as in a cubic array, where the rise is about 25 %. For aligned voids the arrangement matters strongly: in a regular array the rise falls to about 21 % when the spacing along the current is half the spacing across it, and climbs to about 34 % when it is twice that spacing. For random orientation $\alpha$ is averaged over the three axes, which gives $-1.58$ and a rise of 17.6 %. Randomly turned voids of this shape therefore shift Maxwell's result by about as much as the change to Bruggeman's theory does. In the same approximation, turning all flat faces towards the current raises it by about 8 percentage points, whereas turning all voids edge-on lowers it by about 2.

### Electron scattering at the void walls

Ohm's law holds locally only if the voids are much larger than the electron mean free path $\lambda$. In the free-electron model $\rho_0=m/(ne^2\tau)$ and $\lambda=v_{\rm F}\tau$, with $mv_{\rm F}=\hbar k_{\rm F}$. Hence

$$\lambda=\frac{\hbar k_{\rm F}}{ne^2\rho_0},\qquad k_{\rm F}=(3\pi^2n)^{1/3}.$$

A rough copper electron density of $8.5\times10^{22}$ cm⁻³ gives $\lambda\approx39$ nm.

Electrons that leave a wall after diffuse scattering carry no drift current at first and regain it over a path $\lambda$. At distance $z$ from the wall, those moving away at direction cosine $u$ lack the fraction $e^{-z/(\lambda u)}$ of their contribution. The weight for current along the wall is $1-u^2$, and its integral over all directions, $-1<u<1$, is $4/3$. The missing current therefore equals that of a copper layer of thickness

$$\frac34\int_0^1(1-u^2)\left[\int_0^\infty e^{-z/(\lambda u)}dz\right]du=\frac{3\lambda}4\int_0^1(u-u^3)\,du=\frac{3\lambda}{16}.$$

To first order in $\lambda/a$, each void acts as if it had an insulating skin of this thickness, here about 7 nm. With $a=1000$ nm, $f$ is multiplied by about $(1+0.007)^3$, and Maxwell's rise grows by about 0.4 percentage points. The correction varies as $1/a$ at fixed $f$. The skin picture fails when the void radius approaches $\lambda$.

### The real deposit

The resistivity, electron density and temperature coefficient used here are rough values for copper near room temperature, and a thickness of 20 µm is in the range used for circuit-board and package wiring. A void content of 10 % is far above what a sound plated conductor should contain; it stands for a badly porous deposit. Real voids may also gather along seams or grain boundaries. This breaks the assumption of an even, isotropic spread. Suppose all voids lie in seams across the current that are thick compared with the voids and have a local void fraction $f_{\rm s}$. The seams fill the fraction $f/f_{\rm s}$ of the length and are in series with sound copper. With Maxwell's formula inside the seams, the rise is $\tfrac32f/(1-f_{\rm s})$, which is 30 % for $f=0.1$ and $f_{\rm s}=0.5$. At so high a local fraction the theories no longer agree, and Maxwell's formula gives the smallest rise possible for an isotropic arrangement in the seam. The 30 % is therefore a lower limit: a simple cubic packing of voids in the seam gives about 34 %, and Bruggeman's symmetric theory gives 60 %. Uneven placement can therefore matter as much as void shape. Grain boundaries and impurities raise the resistivity of the copper itself. Within this model that changes $\rho_0$ and leaves the ratio $\rho/\rho_0$ alone, provided the reference is void-free copper with the same grains and impurities.

Temperature limits the comparison too. The two effective-medium resistivities differ by a factor $0.8571/0.8500$, or 0.84 %. With a rough temperature coefficient of 0.4 % per kelvin, a temperature error of 2.1 K between sample and reference would imitate this difference. A single resistance measurement at 10 % voids can therefore tell the theories apart only if the uncertainties in temperature, dimensions, void fraction and reference resistivity each change the expected resistance by well below one percent.

For separated, nearly round voids spread evenly in continuous copper, Maxwell's theory is the natural choice. Its 16.7 % should be read as about 17 %, since the last digit depends on how the voids are arranged. The computed values are listed in the numerical output below.

## Computed results

```
void volume fraction: 10.0 %
void-free resistivity (rough): 1.70 uOhm cm
trace length: 10 mm
trace width: 100 um
trace thickness: 20 um
void radius: 1.0 um
void-free trace resistance: 85.00 mOhm
volume loss: conductivity ratio 0.90000, rise 11.11 %, resistivity 1.8889 uOhm cm, trace 94.44 mOhm
Maxwell: conductivity ratio 0.85714, rise 16.67 %, resistivity 1.9833 uOhm cm, trace 99.17 mOhm
Bruggeman: conductivity ratio 0.85000, rise 17.65 %, resistivity 2.0000 uOhm cm, trace 100.00 mOhm
differential: conductivity ratio 0.85381, rise 17.12 %, resistivity 1.9911 uOhm cm, trace 99.55 mOhm
flow solution, cubic array: conductivity ratio 0.85714
flow solution, cubic array: rise 16.67 %
flow solution, straight tubes: conductivity ratio 0.89999
Maxwell rise / volume-loss rise: 1.5000
Bruggeman rise minus Maxwell rise: 0.98 percentage points
porosity read from Maxwell rise by volume-loss rule: 14.29 %
flattened voids, aspect ratio: 2.0
depolarization factor, short axis: 0.5272
depolarization factor, long axis: 0.2364
rise, flattened voids at random: 17.64 %
rise, flattened voids facing current: 24.62 %
electron density (rough): 8.50e+22 per cm3
electron mean free path: 38.7 nm
insulating skin / mean free path: 0.1875
insulating skin thickness: 7.25 nm
extra rise from wall scattering: 0.41 percentage points
temperature coefficient (rough): 0.4 % per K
temperature error mimicking Maxwell-Bruggeman gap: 2.1 K
```
